# What a falling transition temperature in fine ferroelectric powders establishes

**The argument under review.** The manuscript prepares one ferroelectric compound as powders of decreasing particle diameter \(d\). The transition temperature falls smoothly and follows a straight line in \(1/d\). The authors follow the line to room temperature, call the diameter found there the intrinsic critical size, and offer the quality of the fit as evidence. The powders came from one low-temperature route, in which stronger firing both coarsens the particles and drives out trapped hydroxyls. Internal stress and cation ratio were not held fixed.

My objection concerns the inference. The data may be sound, and a real size effect may be present. The questions are how much of the fall size alone can produce, what the series can determine, and which measurement would separate the causes.

**1. Onset as a minimum problem**

I use Gaussian units and a spherical particle of radius \(R=d/2\) with a cubic paraelectric phase. To second order in the polarization \(\mathbf P\), its Landau energy is

\[
F_2=\int\left[\frac{2\pi}{C}(T-T_0)P^2+\frac g2|\nabla\mathbf P|^2\right]dV+F_{\rm dep}+F_{\rm s}.
\]

Here \(C\) is the Curie constant, \(T_0\) the bulk stability limit of the paraelectric phase, and \(g\) the gradient coefficient, an area in these units. In a real crystal the gradient energy is anisotropic. In the confinement bound below, \(g\) then stands for the gradient tensor averaged over the trial field, which can be several times smaller than the tensor's largest eigenvalue. \(F_{\rm dep}\) is the depolarization energy and \(F_{\rm s}\) a surface energy quadratic in \(\mathbf P\). Terms linear in \(\mathbf P\), including coupling to strain gradients, are left out, and bulk coefficients are assumed to hold inside the particle.

Define

\[
\Lambda=\min_{\mathbf P}\frac{\int g|\nabla\mathbf P|^2dV+2F_{\rm dep}+2F_{\rm s}}{\int P^2dV}.
\]

For the minimizing field,

\[
F_2=\frac12\left[\frac{4\pi}{C}(T-T_0)+\Lambda\right]\int P^2dV .
\]

The paraelectric phase becomes unstable when the bracket changes sign:

\[
T_{\rm on}=T_0-\frac{C\Lambda}{4\pi}.
\]

Because \(\Lambda\) is a minimum, any admissible trial field gives an upper bound on it, and hence on the fall of the onset.

**2. How much can confinement do?**

A uniformly polarized sphere with poor screening pays a large depolarization energy, which might seem to allow an almost unlimited fall. The particle can, however, choose another pattern. Let

\[
s(r)=\frac{\sin qr}{qr},\qquad \mathbf P=\frac1q\nabla\times(s\,\hat{\mathbf z})=\frac1q(\partial_ys,-\partial_xs,0).
\]

The divergence of a curl vanishes, so there is no bound charge in the volume. Since \(s\) depends on \(r\) alone, \(\partial_xs=s'x/r\), and

\[
\mathbf P=j_1(qr)\frac{(-y,x,0)}r,\qquad j_1(u)=\frac{\sin u}{u^2}-\frac{\cos u}{u},
\]

because \(s'(r)=-q\,j_1(qr)\). The polarization circulates about the \(z\) axis. Choose \(q\) so that \(j_1(qR)=0\), which means \(\tan(qR)=qR\), with first positive root \(qR=x_1=4.493\). The field then vanishes at the surface. It carries no surface charge and no surface energy, so \(F_{\rm dep}=F_{\rm s}=0\) whatever the screening outside.

The gradient energy follows from \(\nabla^2s=-q^2s\). Cartesian derivatives commute with the Laplacian, so \(\nabla^2\mathbf P=-q^2\mathbf P\) as well. Integrating by parts, with no boundary term because \(\mathbf P=0\) there,

\[
\int|\nabla\mathbf P|^2dV=-\int\mathbf P\cdot\nabla^2\mathbf P\,dV=q^2\int P^2dV .
\]

Hence \(\Lambda\le gq^2=g(2x_1/d)^2\), and

\[
T_0-T_{\rm on}\le\frac D{d^2},\qquad D=\frac{Cg(2x_1)^2}{4\pi}.
\]

I tested this bound on a periodic three-dimensional grid with no screening charge, \(\mathbf P=0\) outside a sphere of radius seven grid steps, and \(g/R^2=0.1\). The lowest energy was 0.93 of the vortex value, consistent with an upper bound; on so coarse a grid the 7% difference may be a discretization error. A trial mode polarized along one direction, with profile \(\sin(\pi r/R)/(\pi r/R)\), cost 2.41 times the vortex value on the grid. In the continuum its energy ratio is \(g\pi^2/R^2+4\pi/3\), or 2.56 times the vortex value. The choice \(g/R^2=0.1\) is far from real particles: for the \(g\) used below it means \(R\approx0.3\) nm, whereas a 30 nm particle has \(g/R^2\approx4\times10^{-5}\), where this trial mode costs several thousand times the vortex value. A trial mode is only an upper bound, and modes of the same symmetry can be much cheaper, but they become so by turning nearly divergence-free, and a divergence-free field that vanishes at the surface has no net dipole. In this sense poor screening penalizes a net dipole much more than it penalizes local polar order. A measurement sensitive to the net dipole may miss a vortex that a local structural probe could detect.

For round parameters in the range of barium titanate, \(C=1.5\times10^5\) K and \(g=0.010\ \mathrm{nm}^2\),

\[
D=\frac{(1.5\times10^5)(0.010)(8.987)^2}{4\pi}\ \mathrm{K\,nm^2}\simeq9640\ \mathrm{K\,nm^2}.
\]

At 30 nm the bound is \(9640/900=10.7\) K. It falls as \(1/d^2\), so at 300 nm it is only about 0.1 K. At the other end, diameters of a few lattice cells lie outside the continuum description.

A first-order transition needs one more step. Below \(T_{\rm on}\) the paraelectric state is not even a local minimum, so the equilibrium transition lies at or above \(T_{\rm on}\). If the bulk transition is a gap \(\Delta\) above \(T_0\), its fall cannot exceed the fall of the stability limit by more than \(\Delta\). Below, I follow the stability limit and return to the gap at the end.

**3. Pressure, including the part that belongs to size**

In a cubic crystal, polarization produces a spontaneous strain \(e_P\) quadratic in \(\mathbf P\), with trace \((Q_{11}+2Q_{12})P^2\). Under an applied stress \(\sigma\), the elastic enthalpy density is

\[
\tfrac12(e-e_P)\,c\,(e-e_P)-\sigma e,
\]

where \(c\) is the stiffness and tensor sums are understood. Minimizing over \(e\) gives \(e=e_P+c^{-1}\sigma\). Substitution leaves \(-\tfrac12\sigma c^{-1}\sigma-\sigma e_P\). For hydrostatic stress the second term is \(-\sigma(Q_{11}+2Q_{12})P^2\). The coefficient of \(P^2\) now vanishes when

\[
\frac{2\pi}{C}(T-T_0)-(Q_{11}+2Q_{12})\sigma=0 .
\]

With pressure \(p=-\sigma\), the onset moves by \(-\kappa p\), where

\[
\kappa=\frac{C(Q_{11}+2Q_{12})}{2\pi}.
\]

For \(Q_{11}=0.110\) and \(Q_{12}=-0.045\ \mathrm{m^4/C^2}\), the sum is \(0.020\ \mathrm{m^4/C^2}\), or \(2.2\times10^{-13}\ \mathrm{cm^4/esu^2}\). Since 1 GPa is \(10^{10}\ \mathrm{dyn/cm^2}\), \(\kappa=53\) K/GPa.

An isotropic surface stress \(\tau\) compresses a sphere by \(2\tau/R=4\tau/d\). This belongs to the size effect, but it is not contained in the bound of section 2. A uniform pressure adds the same constant to the energy ratio of every trial field, so the two contributions add:

\[
T_0-T_{\rm on}\le G(d),\qquad G(d)=\frac D{d^2}+\frac{4\kappa\tau}{d}.
\]

With \(\tau=1\) N/m, the pressure at 30 nm is 0.13 GPa and the extra fall is 7.1 K, giving \(G=17.8\) K.

Other residual pressure needs an agent, such as a stiff shell or bonded neighbours in an aggregate. Apart from surface stress, the volume-averaged stress of an unloaded particle is zero. A manuscript that invokes strain must therefore say what sustains it.

**4. Where the hydroxyls sit matters**

Let defects add a local suppression \(w(\mathbf r)\), in kelvin, so that \(T_0\) is replaced by \(T_0-w\). In an unconfined crystal, a uniform trial polarization has no gradient energy. Taken without depolarization energy, it shows that the onset falls by no more than the spatial average of \(w\).

The actual fall is smaller because the polarization avoids the defects. Consider one polarization component on a cubic lattice of spacing \(a\), with a fraction \(c_d\) of cells suppressed by \(u\). The gradient term gives a mode of wavevector \(\mathbf k\) the energy \(t\epsilon_{\mathbf k}\), where

\[
t=\frac{Cg}{4\pi a^2},\qquad \epsilon_{\mathbf k}=6-2\sum_i\cos(k_ia).
\]

The first-order shift of the uniform mode is \(c_du\). Randomly placed defects couple it to each other mode with mean squared amplitude \(c_d(1-c_d)u^2/N\), where \(N\) is the number of cells. Second-order perturbation theory gives

\[
c_du-c_d(1-c_d)\frac{u^2\Gamma}{t},\qquad \Gamma=\frac1N\sum_{\mathbf k\ne0}\frac1{\epsilon_{\mathbf k}} .
\]

A closed form with the same first two orders is

\[
\Delta T\simeq\frac{c_du}{1+(1-c_d)u\Gamma/t}.
\]

Its higher orders are an approximation to repeated scattering. For \(a=0.4\) nm, \(t=119.4/0.16\simeq746\) K. Hydroxyls on 2.4% of the oxygen sites, with three such sites per cell and at most one defect per cell, affect 7.2% of the cells. Taking \(u=667\) K makes the average 48.0 K. Diagonalization of one random arrangement of \(18^3\) cells gave 39.9 K, and the formula with \(\Gamma\) summed over the same cells gives 40.0 K. The agreement is good to about half a kelvin, the spread between arrangements and cell counts; with \(\Gamma=0.2527\) for the infinite lattice the formula gives 39.7 K. In this one-component model the average thus overstates the shift by about 20% of the actual value. Depolarization energy, left out here, makes it harder for the polarization to avoid the defects and so reduces the difference. A sensitivity used in a powder analysis must be an effective one, preferably measured.

Now put the same total suppression into a surface shell of thickness \(\ell\). A vortex confined to the clean core avoids it entirely. Section 2 applies with the core diameter:

\[
T_0-T_{\rm on}\le\frac D{(d-2\ell)^2}.
\]

This assumes that the shell exerts no stress on the core. For \(d=30\) nm and \(\ell=2\) nm, the bound is \(9640/26^2=14.3\) K. The radial vortex calculation, with \(\mathbf P=0\) at the outer surface, gives 12.4 K, of which 10.7 K would be present without any defects. The local suppression in the shell is 138 K, yet with this surface condition it adds less than 2 K to the onset fall. If the polarization is free at the surface, the clean fall is smaller and the shell adds more, but the total still cannot exceed 14.3 K. A total hydroxyl content, such as a mass loss on heating, therefore does not fix the shift. The authors must distinguish surface hydroxyls from those trapped inside.

The sign is not guaranteed either. Hydroxyls can expand the lattice. If a 0.3% volume expansion acts like tension, a bulk modulus of \((178+2\times96)/3\simeq123\) GPa makes it equivalent to 0.37 GPa of negative pressure. The onset would rise by about 20 K. An accompanying change can therefore hide a real size effect as well as imitate one.

**5. What the one-route series determines**

To first order in the accompanying changes, write

\[
T(d)=T_0-G(d)-A_hh-\kappa p-A_nn .
\]

From here on, \(G(d)\) stands for the actual clean-particle fall, which section 3 bounds by \(D/d^2+4\kappa\tau/d\). The symbol \(h\) is the hydroxyl content in percent of oxygen sites, \(p\) the residual pressure beyond surface stress, and \(n\) the barium deficiency in percent. If firing makes \(h\) a function of \(d\), the replacements

\[
G(d)\to G(d)+A_hh(d),\qquad A_h\to0
\]

leave every temperature in the series unchanged. The same can be done with \(p\) and \(n\). Without independent limits on \(G\) or on the sensitivities, no repetition of the same series can distinguish these descriptions.

The counting is equally plain. With five powders and no assumed form for \(G\), there are five clean-particle temperatures \(T_0-G(d_i)\) and three sensitivities, eight unknowns in all. Five equations have rank five. Knowing \(\kappa\) independently removes one unknown, which is still not enough.

A simulated series shows the consequence. I take \(T_0=385\) K, \(A_h=20\) K/% and \(A_n=10\) K/%. The clean-particle fall \(G(d)\) is set equal to its upper bound \(D/d^2+4\kappa\tau/d\), which favours the authors. The histories and defect sensitivities are chosen inputs; here \(A_h\) is an effective sensitivity, not the spatial average of a local suppression as in section 4.

| \(d\) (nm) | \(h\) (%) | \(p\) (GPa) | \(n\) (%) | onset (K) |
|---:|---:|---:|---:|---:|
| 30 | 2.40 | 0.30 | 1.0 | 293 |
| 50 | 1.50 | 0.18 | 0.6 | 331 |
| 80 | 0.90 | 0.11 | 0.4 | 353 |
| 150 | 0.50 | 0.06 | 0.2 | 368 |
| 300 | 0.25 | 0.03 | 0.1 | 377 |

At 30 nm the total fall is

\[
10.7+7.1+48.0+15.9+10.0=91.7\ \mathrm K .
\]

The first two terms are due to size and the other three to accompanying changes. A straight-line fit in \(1/d\) nevertheless has \(R^2=0.9995\).

The reason is visible in the table. The product \(hd\) stays between 72 and 75 % nm, while \(pd\) is about 9 GPa nm and \(nd\) about 30 % nm. These causes contribute roughly \(1440+480+300\) K nm to the slope, and surface stress adds about 210 K nm. The remaining 360 K nm or so of the fitted 2787 K nm comes from forcing the \(D/d^2\) term onto a straight line. Here the good fit reflects several quantities that were chosen to vary nearly as \(1/d\). Over five sizes, a high \(R^2\) neither establishes that exact power nor identifies the cause.

The fitted line reaches 298 K at 31 nm. Solving \(G(d)=385-298=87\) K gives 12 nm for clean particles. The authors' procedure would overstate the size by a factor of about 2.7, even with the size effect at its upper bound.

The bound also lets one question the claim without new samples. To assign the whole fall at 30 nm to confinement and surface stress, with \(\tau\) kept at 1 N/m, one needs at least

\[
g=0.010\,\frac{91.7-7.1}{10.7}\ \mathrm{nm^2}\simeq0.079\ \mathrm{nm^2},
\]

about eight times the assumed coefficient. This minimum refers to the stability limit. If the measured transition is first order with a bulk gap of 10 K, the same fall needs at least \(0.070\ \mathrm{nm^2}\), about seven times the assumed coefficient. If the authors have independent evidence for such a value of the averaged coefficient, and not merely of the largest tensor component, this part of my objection falls. The identification problem remains.

**6. The measurement I would request**

One remedy is to prepare three partners of the smallest powder at unchanged diameter. In each, one of \(h\), \(p\) and \(n\) is brought to its value in the largest powder. Each partner differs from the original in a single variable and so determines one sensitivity. The rank rises to eight.

A matched pair is more direct. Bring all three variables of the small powder to their values in the large one, again without changing its size. Subtracting the temperatures gives

\[
T_L-T_{S,{\rm matched}}=G(d_S)-G(d_L),
\]

because the other terms cancel in this additive model. This relation refers to the stability limits. In a first-order material, the difference between measured transition temperatures also contains any change of the gap \(\Delta\) with size. In the example the difference is \(17.8-0.8=17.0\) K. Two independent readings, each with standard error \(\delta\), give an error \(\sqrt2\,\delta\), or 1.4 K for \(\delta=1\) K.

The three partners give the same quantity through separate corrections. If \(T_j\) are their temperatures, the corrected small-powder temperature is

\[
T_S+\sum_{j=1}^3(T_j-T_S)=\sum_{j=1}^3T_j-2T_S .
\]

The size difference is then \(T_L+2T_S-\sum_jT_j\), with variance \((1+4+3)\delta^2=8\delta^2\). Its error is 2.8 K for the same readings.

Separate corrections also assume additivity. Suppose hydroxyls and barium deficiency interact, adding \(-A_xhn\) to the temperature. The true matched contribution is \(-A_xh_Ln_L\), whereas the separate corrections predict

\[
-A_x(h_Ln_S+h_Sn_L-h_Sn_S).
\]

The prediction exceeds the true contribution by \(A_x(h_S-h_L)(n_S-n_L)\). The estimated size difference is too small by this amount. For \(A_x=3\) K/%\(^2\), the error is \(3\times2.15\times0.9=5.8\) K. The matched pair is unaffected, since \(hn\) is equal in both powders.

Matching has its own conditions. If the treatment coarsens the particles from 30 to 40 nm unnoticed, the inferred difference is 6.5 K too small. If it changes the surface stress or the screening, \(G\) itself has changed. Equal hydroxyl contents cancel only if they lower the onset equally at both sizes; by section 4, hydroxyls held in a surface shell need not do so. An unmeasured defect may also remain unequal. A nonzero matched difference is evidence for a size effect under the stated controls, and a null result sets a limit given by its error.

**7. Relation to real barium titanate powders**

The Curie constant, electrostriction and elastic coefficients above are rough values for barium titanate. The gradient coefficient is less certain. A cubic tensor with \(g_{11}\approx0.057\), \(g_{44}\approx0.002\) and \(g_{12}\approx-0.002\ \mathrm{nm^2}\), of the size used in Landau models of barium titanate, averages to about \(0.013\ \mathrm{nm^2}\) over the vortex, 30% above the value assumed here; doubling \(g\) moves the clean-particle diameter for onset at 298 K from 12 to 16 nm. The hydroxyl content is meant for a low-temperature wet route. A barium deficiency of 1% is high for a well-equilibrated material, and a uniform residual pressure of 0.3 GPa is high for loose powder. Real barium titanate has a first-order transition. With a rough gap of 10 K, the bound on its fall at 30 nm becomes 27.8 K instead of 17.8 K, still well below 91.7 K.

Thermal reversal is a separate concern. For a quartic Landau energy, which describes a continuous transition, the well depth per volume is \(\pi(T_{\rm on}-T)P^2/C\). Taking a rough \(P=10\ \mathrm{\mu C/cm^2}\) at 10 K below onset, a coherent 30 nm particle has a depth of about 65 times the thermal energy at 298 K. This depth is the barrier only if the polarization reverses by passing through zero. Rotation between equivalent directions, or nonuniform reversal, can cost much less, and in the quartic model the depth itself vanishes at onset. In a first-order material such as barium titanate, the polarized well already has a finite depth at the stability limit, so the figure of 65 does not carry over to it. The estimate therefore neither establishes nor excludes thermal reversal in real powders.

**Recommendation.** The manuscript should report the fitted diameter as a property of this powder route. A claim that size itself lowers the transition requires a matched comparison or separately measured corrections, with particle size, interior hydroxyls, stress and cation ratio measured after the treatment. One such difference does not fix a critical diameter, because the form of \(G(d)\) remains unknown; that claim needs controlled comparisons at several sizes. The numerical output below lists the values used in this comment.

## Values computed for the example and the checks

```
Curie constant 1.50e+05 K; gradient g 0.010 nm^2
Bulk stability limit 385 K; room temperature 298 K
Vortex root x1 4.4934; bound coefficient D 9640 K nm^2
3D lowest energy / vortex bound 0.929
3D one-direction mode / vortex bound 2.41
Q11 0.110, Q12 -0.045 m^4/C^2
Elastic c11 178, c12 96 GPa
Pressure sensitivity kappa 53.1 K/GPa
Hydroxyl sensitivity 20 K/%; Ba deficit 10 K/%
Surface stress 1.0 N/m
Powders: d nm | OH % | p GPa | Ba deficit % | onset K | genuine drop K
30 | 2.40 | 0.30 | 1.0 | 293.3 | 17.79
50 | 1.50 | 0.18 | 0.6 | 331.3 | 8.11
80 | 0.90 | 0.11 | 0.4 | 353.0 | 4.16
150 | 0.50 | 0.06 | 0.2 | 368.0 | 1.85
300 | 0.25 | 0.03 | 0.1 | 376.6 | 0.82
30 nm total drop 91.7 K
30 nm confinement bound 10.7 K
30 nm surface-stress drop 7.1 K
30 nm hydroxyl drop 48.0 K
30 nm residual-pressure drop 15.9 K
30 nm stoichiometry drop 10.0 K
1/d fit: intercept 386.7 K, slope 2787 K nm
1/d fit R squared 0.9995
Apparent size for onset at 298 K 31.4 nm
Genuine size for onset at 298 K 11.8 nm
g needed to blame confinement 0.079 nm^2
Lattice cell 0.4 nm; defect cells 7.2 %
Dispersed defects: mean suppression 48.0 K
Dispersed defects: lattice eigenvalue 39.9 K
Dispersed defects: scattering formula 40.0 K
Defect shell 2.0 nm; local suppression 138 K
Shell case: vortex onset drop 12.4 K
Shell case: clean-core bound 14.3 K
Rank for 8 unknowns: route 5, crossed 8
True genuine difference, 30 minus 300 nm 17.0 K
Error for 1 K readings: matched 1.41 K
Error for 1 K readings: one at a time 2.83 K
Interaction 3.0 K/%^2; one-at-a-time bias -5.8 K
Coarsening 30 to 40 nm: bias 6.5 K
Rough first-order gap 10 K
30 nm genuine drop plus gap 27.8 K
Volume expansion 0.3 %: rise 19.7 K
Genuine 298 K size if g doubles 16.2 nm
Well estimate: P 10 uC/cm2, 10 K below onset
30 nm well depth / thermal energy at 298 K 65
```
